**Hyperbolic afterglow decay and window-dependent loss probability**

For a wall loss probability β = κn, the radical density obeys n(t) = n0/(1 + t/τ0), with 1/τ0 = κn0vA/(4V). Here n0 is the initial density, v the mean thermal speed, A the wall area and V the volume. The program asserts that numerical rate equations reproduce this law, the formula for the fitted rate in a window, and the solution with an added first-order loss. It also asserts that a constant β gives the same fit in every window, and that a coupled gas–surface model approaches the hyperbola when β is small. A two-dimensional diffusion solver is checked against its well-mixed limit and a finer grid. For the oxygen example, the fitted β falls from 0.0155 in the 0–5 ms window to 0.0044 in the 20–40 ms window. With diffusion, wall-law saturation, pumping and gas cooling included, the fitted β still falls by more than a factor of three, while κ from the slope of 1/n stays between 3.9 and 4.1 × 10⁻¹⁶ cm³.

## Numerical verification

```python
"""Afterglow decay of radicals whose wall loss probability is beta = kappa*n.

Result under test: n(t) = n0/(1 + t/tau0), 1/tau0 = kappa*n0*v*A/(4V), and a
straight-line fit of ln(n) over a window gives a window-dependent beta.
n: radical density, v: mean thermal speed, A: wall area, V: volume,
kappa: loss probability per unit density. Working units: cm, s, K.
The example is O atoms in an O2 afterglow with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

# ---------- chosen inputs ----------
pressure_mTorr, temperature = 20.0, 400.0
radius, height = 15.0, 10.0
n0, beta0 = 5.0e13, 0.02
flow_sccm, diameter_nm = 10.0, 0.30
hot_excess, cooling_time = 100.0, 2.0e-3
three_body_ceiling = 1.0e-32
windows = [(0.0, 5e-3), (5e-3, 20e-3), (20e-3, 40e-3), (0.0, 40e-3)]

# ---------- derived quantities ----------
mass = 16.0 * const.atomic_mass
reduced_mass = mass * 2.0 / 3.0
speed = 100 * np.sqrt(8 * const.k * temperature / (np.pi * mass))
pressure = pressure_mTorr * 1e-3 * const.torr
gas_density = pressure / (const.k * temperature) * 1e-6
volume = np.pi * radius**2 * height
area = 2 * np.pi * radius * (radius + height)
wall_frequency = speed * area / (4 * volume)
kappa = beta0 / n0
tau0 = 1 / (beta0 * wall_frequency)
diffusion = 1e4 * 3 / (8 * gas_density * 1e6 * (diameter_nm * 1e-9)**2) \
    * np.sqrt(const.k * temperature / (2 * np.pi * reduced_mass))
diffusion_length_sq = 1 / ((2.405 / radius)**2 + (np.pi / height)**2)
diffusion_time = diffusion_length_sq / diffusion
molecules_per_s = flow_sccm * 1e-6 / 60 * const.atm / (const.k * 273.15)
pump_rate = molecules_per_s / (gas_density * volume)


def hyperbola(t, tau=tau0):
    return n0 / (1 + t / tau)


def integrate_decay(probability, first_order, t_end):
    """Numerical decay for any loss probability probability(n)."""
    def rhs(t, y):
        n = y[0] * n0
        return [-(probability(n) * wall_frequency + first_order) * y[0]]
    sol = solve_ivp(rhs, (0, t_end), [1.0], method="DOP853", rtol=1e-10,
                    atol=1e-14, dense_output=True, max_step=t_end / 50)
    return lambda t: n0 * sol.sol(t)[0]


def fit_line(t, values):
    """Slope and largest residual of a straight-line fit."""
    centre = t.mean()
    slope, offset = np.polyfit(t - centre, values, 1)
    return slope, np.max(np.abs(values - offset - slope * (t - centre)))


def fitted_rate(density, t1, t2):
    t = np.linspace(t1, t2, 8001)
    return -fit_line(t, np.log(density(t)))[0]


def window_formula(t1, t2, tau):
    x1, x2 = 1 + t1 / tau, 1 + t2 / tau
    bracket = (x2**2 - x1**2) / 2 - x1 * x2 * np.log(x2 / x1)
    return 6 * bracket / (tau * (x2 - x1)**3)


# ---------- hyperbola, window law, and constant-beta control ----------
t_test = np.linspace(0, 40e-3, 401)
second_order = integrate_decay(lambda n: kappa * n, 0.0, 40e-3)
constant_beta = integrate_decay(lambda n: beta0, 0.0, 40e-3)
assert np.max(np.abs(second_order(t_test) / hyperbola(t_test) - 1)) < 1e-6
beta_fits, residuals = [], []
for t1, t2 in windows:
    numerical = fitted_rate(second_order, t1, t2)
    assert abs(numerical / window_formula(t1, t2, tau0) - 1) < 1e-3
    control = fitted_rate(constant_beta, t1, t2) / wall_frequency
    assert abs(control / beta0 - 1) < 1e-5
    two_point = np.log(second_order(t1) / second_order(t2)) / (t2 - t1)
    formula = np.log((tau0 + t2) / (tau0 + t1)) / (t2 - t1)
    assert abs(two_point / formula - 1) < 1e-6
    beta_fits.append(numerical / wall_frequency)
    t = np.linspace(t1, t2, 8001)
    residuals.append(fit_line(t, np.log(second_order(t)))[1])
    inverse_slope = fit_line(t, n0 / second_order(t))[0]
    assert abs(inverse_slope * tau0 - 1) < 1e-5

# ---------- added first-order loss; general weighted-mean property ----------
mixed_rate = 40.0
mixed = integrate_decay(lambda n: kappa * n, mixed_rate, 0.2)
t_mixed = np.linspace(0, 0.2, 401)
decay_factor = np.exp(-mixed_rate * t_mixed)
mixed_formula = n0 * decay_factor / (
    1 + (1 - decay_factor) / (tau0 * mixed_rate))
assert np.max(np.abs(mixed(t_mixed) / mixed_formula - 1)) < 1e-6
tail_rate = fitted_rate(mixed, 0.15, 0.2)
assert abs(tail_rate / mixed_rate - 1) < 0.01
for t1, t2 in windows:
    def weighted(t):
        local = mixed_rate + kappa * mixed(t) * wall_frequency
        return 6 * (t - t1) * (t2 - t) / (t2 - t1)**3 * local
    mean_rate = quad(weighted, t1, t2, epsabs=1e-7, epsrel=1e-7)[0]
    assert abs(fitted_rate(mixed, t1, t2) / mean_rate - 1) < 1e-3

# ---------- late windows forget the surface ----------
late_end = 200 * tau0
late_single = integrate_decay(lambda n: kappa * n, 0.0, late_end)
late_double = integrate_decay(lambda n: 2 * kappa * n, 0.0, late_end)
rate_single = fitted_rate(late_single, late_end / 2, late_end)
rate_double = fitted_rate(late_double, late_end / 2, late_end)
assert abs(rate_double / rate_single - 1) < 0.01
a, b = late_end / 2, late_end
late_formula = 6 / (b - a)**3 * ((b**2 - a**2) / 2 - a * b * np.log(b / a))
assert abs(rate_single / late_formula - 1) < 0.015
doubling = [fitted_rate(late_double, *w) / fitted_rate(late_single, *w) - 1
            for w in windows[:3]]

# ---------- coupled gas and surface populations ----------
flux0 = n0 * speed / 4
desorption = 1.0e7


def saturated_probability(beta_linear, stick=1.0):
    eps = 4 * beta_linear / stick
    return stick * eps / (1 + np.sqrt(1 + eps))**2


def coupled_decay(pair_coefficient, desorb, t_eval):
    """Sticking probability 1; surface starts in balance with the gas."""
    root = np.roots([2 * pair_coefficient, desorb, -flux0])
    surface0 = root[root > 0][0]

    def rhs(t, y):
        n, surface = y[0] * n0, y[1] * surface0
        net = n * speed / 4 - desorb * surface
        return [-net * area / volume / n0,
                (net - 2 * pair_coefficient * surface**2) / surface0]
    sol = solve_ivp(rhs, (0, t_eval[-1]), [1.0, 1.0], method="Radau",
                    t_eval=t_eval, rtol=1e-8, atol=1e-11)
    assert sol.success
    steady_beta = 2 * pair_coefficient * surface0**2 / flux0
    return sol.y[0], steady_beta


pair_example = beta0 * desorption**2 / (2 * flux0)
scaled_time = np.linspace(0, 5, 201)
gas_example, steady_beta = coupled_decay(
    pair_example, desorption, scaled_time * tau0)
assert abs(steady_beta / saturated_probability(beta0) - 1) < 1e-6
coupled_deviation = np.max(np.abs(gas_example * (1 + scaled_time) - 1))
gas_weak, _ = coupled_decay(
    pair_example / 10, desorption, scaled_time * tau0 * 10)
weak_deviation = np.max(np.abs(gas_weak * (1 + scaled_time) - 1))
assert weak_deviation < 0.004 and weak_deviation < coupled_deviation / 2
# Slow desorption: the wall stores as many radicals as the gas holds,
# so the decay is still hyperbolic but takes twice as long.
slow = wall_frequency
pair_slow = 0.002 * slow**2 / (2 * flux0)
gas_slow, _ = coupled_decay(pair_slow, slow, scaled_time * tau0 * 10)
assert np.max(np.abs(gas_slow * (1 + scaled_time / 2) - 1)) < 0.01


# ---------- two-dimensional cylinder with the neglected effects ----------
def cylinder_decay(t_eval, diff, saturation=False, pump=0.0, heat=0.0,
                   nr=12, nz=10):
    dr, dz = radius / nr, height / 2 / nz
    r = (np.arange(nr) + 0.5) * dr
    face = np.arange(1, nr) * dr

    def wall_flux(u, cell, hot):
        at_wall = u
        for _ in range(6):
            beta = beta0 * at_wall * np.sqrt(hot)
            correction = 1.0
            if saturation:
                beta = saturated_probability(beta)
                correction = 1 / (1 - beta / 2)
            flux = beta * at_wall * speed * np.sqrt(hot) / 4 * correction
            at_wall = u - flux * cell / (2 * diff)
        return flux

    def rhs(t, y):
        u = y.reshape(nr, nz)
        hot = 1 + heat / temperature * np.exp(-t / cooling_time)
        change = -pump * u
        radial = -diff * (u[1:] - u[:-1]) / dr * face[:, None]
        change[:-1] -= radial / (r[:-1, None] * dr)
        change[1:] += radial / (r[1:, None] * dr)
        axial = -diff * (u[:, 1:] - u[:, :-1]) / dz
        change[:, :-1] -= axial / dz
        change[:, 1:] += axial / dz
        change[-1] -= radius * wall_flux(u[-1], dr, hot) / (r[-1] * dr)
        change[:, -1] -= wall_flux(u[:, -1], dz, hot) / dz
        return change.ravel()

    sol = solve_ivp(rhs, (0, t_eval[-1]), np.ones(nr * nz), method="BDF",
                    t_eval=t_eval, rtol=1e-6, atol=1e-9)
    assert sol.success
    profile = sol.y.reshape(nr, nz, -1).mean(axis=1)
    return (r[:, None] * profile).sum(axis=0) / r.sum()


t_cyl = np.linspace(0, 40e-3, 2001)
ideal = hyperbola(t_cyl) / n0
mixed_well = 1000 * diffusion


def largest_deviation(density):
    relative = density / ideal - 1
    return 100 * relative[np.argmax(np.abs(relative))]


assert abs(largest_deviation(cylinder_decay(t_cyl, mixed_well))) < 0.2
diffusive = cylinder_decay(t_cyl, diffusion)
finer = cylinder_decay(t_cyl, diffusion, nr=20, nz=16)
assert np.max(np.abs(finer / diffusive - 1)) < 2e-3
effects = {
    "finite diffusion": diffusive,
    "wall-law saturation": cylinder_decay(t_cyl, mixed_well, saturation=True),
    "pumping": cylinder_decay(t_cyl, mixed_well, pump=pump_rate),
    "gas cooling": cylinder_decay(t_cyl, mixed_well, heat=hot_excess),
    "all four": cylinder_decay(t_cyl, diffusion, True, pump_rate, hot_excess),
}
full_beta, full_kappa = [], []
for t1, t2 in windows[:3]:
    chosen = (t_cyl >= t1 - 1e-9) & (t_cyl <= t2 + 1e-9)
    t, u = t_cyl[chosen], effects["all four"][chosen]
    full_beta.append(-fit_line(t, np.log(u))[0] / wall_frequency)
    full_kappa.append(fit_line(t, 1 / u)[0] / (n0 * wall_frequency))
assert full_beta[0] > full_beta[1] > full_beta[2]
assert full_beta[0] / full_beta[2] > 2
assert max(full_kappa) / min(full_kappa) < 1.3

# ---------- printed results ----------
print(f"pressure: {pressure_mTorr:.0f} mTorr; gas: {temperature:.0f} K")
print(f"radius, height: {radius:.0f}, {height:.0f} cm")
print(f"V/A: {volume / area:.3f} cm")
print(f"total gas density: {gas_density:.3e} cm^-3")
print(f"initial O density n0: {n0:.2e} cm^-3")
print(f"initial loss probability: {beta0:.3f}")
print(f"kappa: {kappa:.2e} cm^3")
print(f"mean O speed: {speed:.4e} cm/s")
print(f"wall collision frequency vA/4V: {wall_frequency:.1f} s^-1")
print(f"initial loss rate: {1 / tau0:.2f} s^-1")
print(f"tau0: {tau0 * 1e3:.3f} ms")
print(f"K: {kappa * wall_frequency:.3e} cm^3/s")
for t_ms in (5, 20, 40):
    value = hyperbola(t_ms * 1e-3)
    print(f"at {t_ms} ms: n = {value:.3e} cm^-3, beta = {kappa * value:.5f}")
for (t1, t2), beta, residual in zip(windows, beta_fits, residuals):
    print(f"fit {t1 * 1e3:.0f}-{t2 * 1e3:.0f} ms: beta = {beta:.5f}, "
          f"max ln residual = {residual:.4f}")
print(f"early/late fitted beta: {beta_fits[0] / beta_fits[2]:.2f}")
t_early = np.linspace(*windows[0], 8001)
log_early = np.log(second_order(t_early))
early_slope = fit_line(t_early, log_early)[0]
extrapolated = np.exp(log_early.mean()
                      + early_slope * (40e-3 - t_early.mean()))
print(f"0-5 ms fit extrapolated to 40 ms: {extrapolated:.3e} cm^-3")
print(f"true/extrapolated at 40 ms: {hyperbola(40e-3) / extrapolated:.2f}")
for (t1, t2), rise in zip(windows[:3], doubling):
    print(f"kappa doubled, {t1 * 1e3:.0f}-{t2 * 1e3:.0f} ms: "
          f"fitted beta +{100 * rise:.1f} %")
print(f"chosen desorption rate: {desorption:.1e} s^-1")
print(f"pair coefficient k_s for s=1: {pair_example:.3e} cm^2/s")
print(f"initial surface density: {flux0 / desorption:.3e} cm^-2 (linear)")
print(f"initial beta with saturation: {steady_beta:.5f}")
print(f"coupled model, max deviation: {100 * coupled_deviation:.2f} %")
print(f"hard-sphere diameter: {diameter_nm:.2f} nm")
print(f"diffusion coefficient: {diffusion:.3e} cm^2/s")
print(f"mean free path 3D/v: {3 * diffusion / speed:.2f} cm")
print(f"diffusion time: {diffusion_time * 1e3:.3f} ms")
print(f"flow: {flow_sccm:.0f} sccm; pump rate: {pump_rate:.3f} s^-1")
crossover = pump_rate / (kappa * wall_frequency)
print(f"density where pumping equals wall loss: {crossover:.2e} cm^-3")
print(f"initial excess: {hot_excess:.0f} K; "
      f"cooling time: {cooling_time * 1e3:.1f} ms")
print(f"three-body coefficient ceiling: {three_body_ceiling:.0e} cm^6/s")
print(f"three-body rate ceiling: "
      f"{three_body_ceiling * gas_density**2:.2e} s^-1")
print("largest density deviation from hyperbola, 0-40 ms:")
for name, density in effects.items():
    print(f"  {name}: {largest_deviation(density):+.2f} %")
for (t1, t2), beta, kap in zip(windows[:3], full_beta, full_kappa):
    print(f"all effects {t1 * 1e3:.0f}-{t2 * 1e3:.0f} ms: "
          f"beta = {beta:.5f}, kappa = {kap:.2e} cm^3")
print("PASS")
```

It prints:

```
pressure: 20 mTorr; gas: 400 K
radius, height: 15, 10 cm
V/A: 3.000 cm
total gas density: 4.828e+14 cm^-3
initial O density n0: 5.00e+13 cm^-3
initial loss probability: 0.020
kappa: 4.00e-16 cm^3
mean O speed: 7.2754e+04 cm/s
wall collision frequency vA/4V: 6062.8 s^-1
initial loss rate: 121.26 s^-1
tau0: 8.247 ms
K: 2.425e-12 cm^3/s
at 5 ms: n = 3.113e+13 cm^-3, beta = 0.01245
at 20 ms: n = 1.460e+13 cm^-3, beta = 0.00584
at 40 ms: n = 8.547e+12 cm^-3, beta = 0.00342
fit 0-5 ms: beta = 0.01552, max ln residual = 0.0204
fit 5-20 ms: beta = 0.00817, max ln residual = 0.0544
fit 20-40 ms: beta = 0.00437, max ln residual = 0.0263
fit 0-40 ms: beta = 0.00660, max ln residual = 0.3300
early/late fitted beta: 3.55
0-5 ms fit extrapolated to 40 ms: 1.137e+12 cm^-3
true/extrapolated at 40 ms: 7.52
kappa doubled, 0-5 ms: fitted beta +65.4 %
kappa doubled, 5-20 ms: fitted beta +26.9 %
kappa doubled, 20-40 ms: fitted beta +12.5 %
chosen desorption rate: 1.0e+07 s^-1
pair coefficient k_s for s=1: 1.100e-06 cm^2/s
initial surface density: 9.094e+10 cm^-2 (linear)
initial beta with saturation: 0.01924
coupled model, max deviation: 1.50 %
hard-sphere diameter: 0.30 nm
diffusion coefficient: 1.922e+04 cm^2/s
mean free path 3D/v: 0.79 cm
diffusion time: 0.418 ms
flow: 10 sccm; pump rate: 1.312 s^-1
density where pumping equals wall loss: 5.41e+11 cm^-3
initial excess: 100 K; cooling time: 2.0 ms
three-body coefficient ceiling: 1e-32 cm^6/s
three-body rate ceiling: 2.33e-03 s^-1
largest density deviation from hyperbola, 0-40 ms:
  finite diffusion: +3.34 %
  wall-law saturation: +1.10 %
  pumping: -3.04 %
  gas cooling: -3.41 %
  all four: -1.10 %
all effects 0-5 ms: beta = 0.01543, kappa = 4.00e-16 cm^3
all effects 5-20 ms: beta = 0.00805, kappa = 3.92e-16 cm^3
all effects 20-40 ms: beta = 0.00449, kappa = 4.09e-16 cm^3
PASS
```
